\section*{Why the Electron-Electron Cusp Forces Infinitely Many Occupied Natural Orbitals, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

The algebra is in atomic units; numbers are in eV and \AA. $\Psi(\mathbf r_1,\mathbf r_2)$ is the real, symmetric, normalized spatial part of a two-electron singlet eigenstate of
\begin{equation}
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+v(\mathbf r_1)+v(\mathbf r_2)+\lambda/u ,
\end{equation}
with $\mathbf u=\mathbf r_1-\mathbf r_2$, $u=r_{12}$, $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, and $\lambda=1$ for electrons. Read as an integral kernel, $\Psi$ is symmetric and square integrable, so it has real eigenvalues $c_k$, ordered by decreasing $|c_k|$, and orthonormal real eigenfunctions $\varphi_k$:
\begin{equation}
\int\Psi(\mathbf r_1,\mathbf r_2)\varphi_k(\mathbf r_2)\,d^3r_2=c_k\varphi_k(\mathbf r_1),\qquad \Psi=\sum_k c_k\varphi_k(\mathbf r_1)\varphi_k(\mathbf r_2).
\label{schmidt}
\end{equation}
Orthonormality turns the spin-summed density matrix into $\gamma(\mathbf r,\mathbf r')=2\int\Psi(\mathbf r,\mathbf r_2)\Psi(\mathbf r',\mathbf r_2)\,d^3r_2=\sum_k2c_k^2\varphi_k(\mathbf r)\varphi_k(\mathbf r')$. The $\varphi_k$ are the natural orbitals, with occupations $n_k=2c_k^2$ and $\sum_kn_k=2$. The missing norm after $K$ orbitals is $\sum_{k>K}c_k^2$.

Two regularity properties are assumed; both are explicit in the models below. (i) $\Psi$ is continuous and decays exponentially, and $\nabla\Psi$ is bounded and is continuous away from the nuclei and from $u=0$. (ii) Near $u=0$ and away from the nuclei, $\Psi=\xi+u\,\eta$ with smooth $\xi$ and $\eta$.

The claim is that infinitely many $n_k$ are nonzero if $\Psi(\mathbf R,\mathbf R)\neq0$ at some $\mathbf R$ away from the nuclei. The cusp is sufficient for this and not necessary: the Moshinsky atom has no cusp and has infinitely many occupied orbitals too. What separates the two cases is the law of decay.

\section{Cusp against finite sum}

\subsection{The cusp}
From $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_u$, the cross terms cancel in $\nabla_1^2+\nabla_2^2$ and the kinetic energy is $-\tfrac14\nabla_R^2-\nabla_u^2$. With $\nabla_u u=\hat{\mathbf u}$ and $\nabla_u^2u=2/u$, the product rule gives
\begin{equation}
\nabla_u^2(u\eta)=2\eta/u+2\hat{\mathbf u}\cdot\nabla_u\eta+u\nabla_u^2\eta .
\label{prod}
\end{equation}
In $H\Psi=E\Psi$ the terms $-2\eta/u$ and $\lambda\xi/u$ are unbounded as $u\to0$, and by (ii) all others are bounded. Multiplying by $u$ and letting $u\to0$ gives $\eta=\lambda\xi/2=\lambda\Psi(\mathbf R,\mathbf R)/2$ at $u=0$. Now average over the directions $\hat{\mathbf u}$ at fixed $\mathbf R$ and $u$. The linear term $\mathbf u\cdot\nabla_u\xi$ is odd in $\hat{\mathbf u}$ and drops out, which leaves Kato's condition
\begin{equation}
\bar\Psi(\mathbf R,u)=\Psi(\mathbf R,\mathbf R)\left[1+\tfrac12\lambda u\right]+O(u^2).
\label{kato}
\end{equation}
Finite-difference solutions of the relative-motion equation in harmonic traps of 13.6 and 27.2 eV give the same relative slope $0.9449$ \AA$^{-1}$ ($0.5000$ bohr$^{-1}$) for $\lambda=1$, and $1.8897$ \AA$^{-1}$ for $\lambda=2$.

\subsection{Occupied orbitals are continuously differentiable}
A finite sum is smooth if its terms are, and this has to be shown, since the orbitals are built from the cusped $\Psi$. For $c_k\neq0$, Eq.~(\ref{schmidt}) reads $\varphi_k=c_k^{-1}\int\Psi\varphi_k\,d^3r_2$. The Cauchy--Schwarz inequality bounds $|\varphi_k(\mathbf r_1)|$ by $|c_k|^{-1}(\int\Psi^2d^3r_2)^{1/2}$, so $\varphi_k$ is bounded, decays exponentially and is integrable. Difference quotients of $\Psi$ in $\mathbf r_1$ are bounded by $L=\sup|\nabla\Psi|$, so the integrand is dominated by $L|\varphi_k(\mathbf r_2)|$ and
\begin{equation}
\nabla\varphi_k(\mathbf r_1)=c_k^{-1}\int\nabla_1\Psi(\mathbf r_1,\mathbf r_2)\,\varphi_k(\mathbf r_2)\,d^3r_2 .
\end{equation}
Let $\mathbf r_1$ approach a point $\mathbf R$ away from the nuclei. The integrand converges for every $\mathbf r_2$ except $\mathbf R$ and the nuclear positions, a set of measure zero, and dominated convergence makes $\nabla\varphi_k$ continuous at $\mathbf R$. The jump of $\hat{\mathbf u}$ at $u=0$ is integrated away.

\subsection{The contradiction}
Suppose $c_k=0$ for $k>K$. Then $\Psi=\Psi_K$ is a finite sum of products of $C^1$ functions, and
\begin{equation}
\Psi_K(\mathbf R+\tfrac{\mathbf u}2,\mathbf R-\tfrac{\mathbf u}2)=\Psi_K(\mathbf R,\mathbf R)+\tfrac12\mathbf u\cdot(\nabla_1-\nabla_2)\Psi_K+o(u).
\end{equation}
The linear term averages to zero over directions, so $\bar\Psi_K$ has zero slope at $u=0$. Equation (\ref{kato}) demands the slope $\lambda\Psi(\mathbf R,\mathbf R)/2\neq0$. Hence no finite $K$ exists. An infinite sum escapes because the $o(u)$ remainders need not be uniform in $k$: orbitals of local momentum $p$ are linear over $u\ll1/p$, and $p$ is unbounded along the series.

For $N$ electrons, let $P$ project on the occupied natural spin orbitals and let its rank be finite. Then $\langle\Psi|(1-P)_i|\Psi\rangle=\mathrm{tr}[(1-P)\gamma]/N=0$ for each electron $i$, so $\Psi$ is a finite sum of $N$-fold products of these orbitals. Under the $N$-electron form of (i) and (ii) they are $C^1$ by the same argument, and the contradiction follows for an opposite-spin pair, the other electrons being fixed away from $\mathbf R$, wherever $\Psi$ is nonzero at coalescence.

The argument gives nothing when $\Psi(\mathbf R,\mathbf R)$ vanishes for all $\mathbf R$, as in a triplet, or at a nucleus, where the orbitals have a cusp of their own. It shows that infinitely many occupations are nonzero and leaves open whether some vanish.

\section{The rate of decay}

The counting in this section is semiclassical. It gives the leading order for $k\to\infty$ and is tested below on one harmonically confined model.

Since $\nabla^2u=2/u$ and $\nabla^2(1/u)=-4\pi\delta(\mathbf u)$, one has $\nabla^4u=-8\pi\delta(\mathbf u)$. The operator $\nabla^4$ multiplies a Fourier transform by $p^4$, so the transform of $u$ is $-8\pi/p^4$ for $p\ne0$. On a function of large local momentum $p$ near $\mathbf R$, the smooth part $\xi$ acts more weakly than any power of $1/p$, and the term $u\Psi(\mathbf R,\mathbf R)/2$ (now $\lambda=1$) acts as multiplication by
\begin{equation}
\sigma(\mathbf R,\mathbf p)=-4\pi\Psi(\mathbf R,\mathbf R)/p^4 .
\label{symbol}
\end{equation}
If $\Psi(\mathbf R,\mathbf R)>0$ everywhere, the small amplitudes are therefore negative at this order. Assign one eigenvalue to each phase-space cell $(2\pi)^3$. The condition $|\sigma|>s$ means $p<p_s(\mathbf R)=[4\pi|\Psi(\mathbf R,\mathbf R)|/s]^{1/4}$, a ball of volume $4\pi p_s^3/3$, and $(4\pi/3)/(2\pi)^3=1/6\pi^2$. The number of amplitudes with $|c|>s$ is
\begin{equation}
\mathcal N(s)\simeq A\,s^{-3/4},\qquad A=\frac{(4\pi)^{3/4}}{6\pi^2}\int|\Psi(\mathbf R,\mathbf R)|^{3/4}d^3R .
\label{count}
\end{equation}
$A$ is dimensionless once the slope $\tfrac12$ bohr$^{-1}$ contained in $4\pi=8\pi\cdot\tfrac12$ is counted. Setting $\mathcal N=k$ and $s=|c_k|$ gives $|c_k|\simeq(A/k)^{4/3}$. Replacing tail sums by integrals, with $\int_K^\infty k^{-8/3}dk=\tfrac35K^{-5/3}$ and $\int_K^\infty k^{-4/3}dk=3K^{-1/3}$,
\begin{align}
n_k&\simeq2(A/k)^{8/3},\label{nk}\\
\textstyle\sum_{k>K}c_k^2&\simeq\tfrac35A^{8/3}K^{-5/3},\label{miss}\\
\textstyle\sum_{k\le K}c_k-\int\Psi(\mathbf R,\mathbf R)\,d^3R&\simeq3A^{4/3}K^{-1/3}=3As^{1/4}.\label{over}
\end{align}
In (\ref{over}), $\int\Psi_K(\mathbf R,\mathbf R)d^3R=\sum_{k\le K}c_k$ by normalization of the orbitals, the full sum converges absolutely to $\int\Psi(\mathbf R,\mathbf R)d^3R$, the omitted terms are taken as negative, and $K=As^{-3/4}$ gives the last form. The truncated sum overshoots the on-top value because it rounds off the cusp minimum from above. The local version integrates $|\sigma|$ over the omitted momenta:
\begin{equation}
\frac{\Psi_K(\mathbf R,\mathbf R)}{\Psi(\mathbf R,\mathbf R)}-1\simeq\int_{p_s}^\infty\frac{4\pi p^2dp}{(2\pi)^3}\frac{4\pi}{p^4}=\frac{2}{\pi p_s}.
\label{local}
\end{equation}

The singularity that $\gamma$ inherits follows at the same order. As an operator $\gamma=2\Psi^2$, so it multiplies by $2\sigma^2=32\pi^2\Psi(\mathbf R,\mathbf R)^2/p^8$. From $\nabla^2u^a=a(a+1)u^{a-2}$, $\nabla^8u^5=30\cdot12\,\nabla^4u=-2880\pi\delta$, so $u^5$ has the transform $-2880\pi/p^8$ and $\gamma$ contains the term $-(\pi/90)\Psi(\mathbf R,\mathbf R)^2|\mathbf r-\mathbf r'|^5$. This coefficient is not among the numerical tests.

\section{Cusped model: Hooke's atom}

Take $v=\tfrac12\omega^2r^2$ with the round value $\omega=\tfrac12$ hartree $=13.6057$ eV. Since $r_1^2+r_2^2=2R^2+u^2/2$, $H$ splits into $-\tfrac14\nabla_R^2+\omega^2R^2$, solved by $e^{-\omega R^2}$ with energy $3\omega/2=\tfrac34$, and $-\nabla_u^2+u^2/16+1/u$. For $f=1+u/2$ and $G=e^{-u^2/8}$, with $G'=-uG/4$ and $\nabla^2G=(u^2/16-\tfrac34)G$,
\begin{equation}
-\nabla_u^2(fG)=G\left[-\tfrac1u+\tfrac u4-\tfrac{u^2}{16}f+\tfrac34f\right].
\end{equation}
Adding $(u^2/16)fG$ and $fG/u=(1/u+\tfrac12)G$ leaves $G[\tfrac12+\tfrac u4+\tfrac34f]=\tfrac54fG$. Thus
\begin{equation}
\Psi=C\,(1+u/2)\,g(r_1)g(r_2),\qquad g=e^{-r^2/4},
\end{equation}
with $E=2$ hartree $=54.4228$ eV and $C=0.19646$ \AA$^{-3}$ from normalization.

\emph{Partial waves.} With $t=r_</r_>$ and $\mu=\cos\theta_{12}$, multiply $1/u=r_>^{-1}\sum_lt^lP_l(\mu)$ by $u^2=r_>^2(1+t^2-2t\mu)$ and use $\mu P_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$. The coefficient of $P_l$ in $u/r_>$ is
\begin{equation}
t^l+t^{l+2}-2t\left[\frac{l\,t^{l-1}}{2l-1}+\frac{(l+1)t^{l+1}}{2l+3}\right]=\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}.
\end{equation}
Writing $\Psi=\sum_l\Psi_l(r_1,r_2)P_l$ and $P_l=\frac{4\pi}{2l+1}\sum_mY_{lm}Y_{lm}$ with real harmonics, the amplitudes are the eigenvalues of the radial kernels $4\pi r_1r_2\Psi_l/(2l+1)$, each $(2l+1)$-fold degenerate. These were diagonalized on a uniform grid of step $0.01058$ \AA\ for $l\le45$. The wavefunction is known in closed form; the amplitudes carry the grid error and omit $l>45$, and $\sum c^2=1.00000000$.

\emph{Signs.} For $F=g\varphi$, the quadratic form of the kernel is $Q[\varphi]=C[(\int F)^2+\tfrac12\iint F\,u\,F]$. If $\int F=0$, then $\hat F(\mathbf p)=O(p)$, the integral below converges at $p=0$, and
\begin{equation}
Q=-4\pi C\int\frac{d^3p}{(2\pi)^3}\frac{|\hat F|^2}{p^4}<0 ,
\end{equation}
strictly, because $g>0$ makes $F\neq0$. One positive $c$ exists, since $\Psi>0$ gives $Q>0$ for positive $\varphi$. Suppose a second eigenfunction had $c\ge0$. On the plane spanned by the two, $Q\ge0$, yet the plane contains a nonzero vector obeying the single linear condition $\int F=0$, where $Q<0$. So one amplitude is positive, all others are negative, and in this model no occupation vanishes. The grid spectrum shows one positive value above $10^{-13}$; anything smaller is discarded as possible rounding noise.

\emph{Slope of truncated sums.} At $\mathbf R=0$, $\mathbf r_1=-\mathbf r_2$ and $P_l(-1)=(-1)^l$. A quartic through five points between $u=0.021$ and $0.106$ \AA\ (two to ten grid steps) returns the relative slope $0.9449$ \AA$^{-1}$ for $\Psi$. For the sums with $K=10$, 51 and 413 it returns $0.0000$, $-0.0001$ and $-0.0018$ \AA$^{-1}$, the last being $0.2\%$ of the cusp slope. The slope does not move toward the cusp value as $K$ grows. By the proof above it is zero, so the residue is numerical; that it grows because a quartic fits a narrowing feature less well is a conjecture. What converges is the value: $\Psi_K(0,0)/C-1=0.2542$, $0.1251$, $0.0627$ for thresholds $s$ that fall by 16 each time. With the slope $\gamma_c=0.9449$ \AA$^{-1}$ restored, the cutoff at the centre is $p_0=(8\pi\gamma_cC/s)^{1/4}$, $8\pi\gamma_cC=4.67$ \AA$^{-4}$, and (\ref{local}) reads $4\gamma_c/\pi p_0$. For $s=3.658\times10^{-5}$, $p_0=18.9$ \AA$^{-1}$ and the estimate is $0.0637$; halving $p_0$ once and twice gives $0.127$ and $0.255$. The computed values lie within $2\%$ of these estimates, but this closeness belongs to the thresholds chosen. Only $s$ orbitals are nonzero at the centre, so $\Psi_K(0,0)$ is a staircase in $p_0$ with steps about $2.4$ \AA$^{-1}$ apart, and these three thresholds fall near the middle of a step. Moving the threshold across one step changes the ratio of the computed value to the estimate over $0.75$--$1.25$, $0.87$--$1.17$ and $0.94$--$1.07$ for $p_0$ near $4.7$, $9.4$ and $18.9$ \AA$^{-1}$. Equation (\ref{local}) describes the mean of the staircase, and the relative scatter shrinks as $1/p_0$.

The cusp rules out any finite natural-orbital sum when $\Psi(\mathbf R,\mathbf R)\neq0$ at some $\mathbf R$ away from the nuclei, and in Hooke's atom the truncated sums keep zero slope at $u=0$ while their on-top value converges. It remains to test the asymptotic decay laws numerically, to compare with a smoothed kernel and the cusp-free Moshinsky atom, and to draw the practical consequences.
